# Displacement size and sum rules for polar-mode oscillator strengths

In an electro-optic modulator made from a polar oxide, the ions follow the microwave drive field but cannot follow the light. Their displacement carries much of the low-frequency polarization. To resolve it mode by mode, one needs the contribution of each polar vibration to the permittivity, its oscillator strength.

An electronic-structure program can supply the data by moving each atom a little and recording forces and cell dipole. Two settings then matter: the displacement \(h\), and the enforcement of the acoustic and charge sum rules. Too large an \(h\) samples anharmonic forces, too small an \(h\) amplifies numerical noise, and broken sum rules let the whole crystal respond to a uniform field as though it were tied to the computational grid.

## What the forces and charges determine

Consider an insulating crystal with \(N\) atoms in a cell of fixed shape and volume \(\Omega\). The field \(E\) lies along \(z\), and symmetry separates \(z\) motion from \(x\) and \(y\) motion, so one coordinate \(u_i\) per atom suffices. The energy at fixed macroscopic field is

\[
F=V(u)-E\mu(u)-\tfrac12\alpha E^2 ,
\]

where \(V\) is the zero-field energy, \(\mu\) the zero-field cell dipole with the electrons relaxed at each \(u\), and \(\alpha\) the electronic polarizability, taken independent of \(u\). About equilibrium, define

\[
C_{ij}=\frac{\partial^2V}{\partial u_i\partial u_j},\qquad
eZ_i=\frac{\partial\mu}{\partial u_i}.
\]

\(Z_i\) is the Born charge in units of \(e>0\). The force is \(-\partial F/\partial u_i\), so to first order

\[
M_i\ddot u_i=-\sum_jC_{ij}u_j+eZ_iE .
\]

Let \(e_{im}\) be the orthonormal eigenvectors of \(D_{ij}=C_{ij}/\sqrt{M_iM_j}\), with eigenvalues \(\omega_m^2\). Insert \(u_i=\sum_m e_{im}Q_m/\sqrt{M_i}\), divide by \(\sqrt{M_i}\), and project on \(e_{im}\). Adding a phenomenological damping \(\gamma\) gives

\[
\ddot Q_m+\gamma\dot Q_m+\omega_m^2Q_m=eZ_mE,\qquad
Z_m=\sum_i\frac{Z_ie_{im}}{\sqrt{M_i}} .
\]

For time dependence \(e^{-i\omega t}\),

\[
Q_m=\frac{eZ_mE}{\omega_m^2-\omega^2-i\gamma\omega}.
\]

The ionic polarization is \(e\sum_iZ_iu_i/\Omega=e\sum_mZ_mQ_m/\Omega\). Dividing by \(\varepsilon_0E\) and adding the electronic part \(\varepsilon_\infty\),

\[
\varepsilon(\omega)=\varepsilon_\infty+\sum_m
\frac{S_m\omega_m^2}{\omega_m^2-\omega^2-i\gamma\omega},\qquad
S_m=w\frac{Z_m^2}{\omega_m^2},\quad w=\frac{e^2}{\varepsilon_0\Omega}.
\]

\(S_m\) is dimensionless: it is the mode's share of the static permittivity. The sum runs over optical modes, and the static reading requires \(\omega_m^2>0\). An unstable mode means that the structure is not a minimum, and its negative \(S_m\) is not a permittivity.

The frequencies here are transverse ones, because cell-periodic displacements are computed at zero macroscopic field. For a longitudinal wave along \(z\), the displacement field vanishes:

\[
\varepsilon_0\varepsilon_\infty E+\frac e\Omega\sum_jZ_ju_j=0 .
\]

Solving for \(E\) and inserting it in the force \(eZ_iE\) replaces \(C_{ij}\) by \(C_{ij}+wZ_iZ_j/\varepsilon_\infty\). Thus \(D\) gains \(vv^T\), with \(v_i=\sqrt{w/\varepsilon_\infty}\,Z_i/\sqrt{M_i}\). Within the optical modes, \(\det(D+vv^T)=\det D\,(1+v^TD^{-1}v)\), and the last term is \(\sum_mS_m/\varepsilon_\infty\). Hence

\[
\prod_m\frac{\omega_{\mathrm{LO},m}^2}{\omega_{\mathrm{TO},m}^2}
=1+\frac{\sum_mS_m}{\varepsilon_\infty}
=\frac{\varepsilon(0)}{\varepsilon_\infty}.
\]

## Why the sum rules hold

Move every atom by the same \(s\). The energy and all forces are unchanged, and the dipole of a neutral cell is unchanged too. Differentiating with respect to \(s\) gives

\[
\sum_jC_{ij}=0,\qquad \sum_iZ_i=0 .
\]

The first rule gives the translation, \(e_i\propto\sqrt{M_i}\), zero frequency. The second gives it zero mode charge, since then \(Z_m\propto\sum_iZ_i\). Both are needed: a translation with charge but no restoring force would have infinite static response.

They also fix a weighted sum of the strengths. Completeness, \(\sum_me_{im}e_{jm}=\delta_{ij}\), gives

\[
\sum_mS_m\omega_m^2=w\sum_mZ_m^2=w\sum_i\frac{Z_i^2}{M_i},
\]

where the translation drops out because it has no charge. Force constants redistribute this sum among modes but do not alter it.

## What a finite displacement measures

Displace coordinate \(j\) by \(\pm h\) and expand the force on \(i\), with primes denoting derivatives along that displacement:

\[
F_i(\pm h)=F_i(0)\mp C_{ij}h+\tfrac12F_i''h^2\pm\tfrac16F_i'''h^3+\cdots
\]

In the central difference the even terms cancel:

\[
C_{ij}(h)=-\frac{F_i(h)-F_i(-h)}{2h}
=C_{ij}-\tfrac16F_i'''h^2+O(h^4).
\]

A one-sided difference gives instead

\[
-\frac{F_i(h)-F_i(0)}h=C_{ij}-\tfrac12F_i''h+O(h^2).
\]

In a polar crystal \(F_i''\) is generally nonzero, so the second calculation per coordinate buys a full order. Born charges follow likewise from \(eZ_j(h)=[\mu(h)-\mu(-h)]/2h\), with all dipoles on the same polarization branch.

Writing \(C(h)=C+ah^2+bh^4+\cdots\), two steps can be combined:

\[
\frac{4C(h)-C(2h)}3
=C+\frac{4a-4a}3h^2+\frac{4b-16b}3h^4+\cdots
=C-4bh^4+\cdots
\]

This is useful when truncation dominates; it does not remove noise.

## Choosing the displacement

Suppose each force component carries independent noise of standard deviation \(\sigma\). The difference of two forces has variance \(2\sigma^2\), and division by \(2h\) leaves \(\sigma^2/2h^2\) per matrix element. All three directions are displaced, so \(C\) has \(n^2\) elements with \(n=3N\). Let \(Th^2\) be the norm (root sum of squares) of the leading truncation error. The mean-square error of the unsymmetrized matrix is

\[
R^2(h)=T^2h^4+\frac{n^2\sigma^2}{2h^2}.
\]

Setting the derivative to zero,

\[
4T^2h^3-\frac{n^2\sigma^2}{h^3}=0
\quad\Rightarrow\quad
h_*=\left(\frac{n\sigma}{2T}\right)^{1/3}.
\]

At this step \(n^2\sigma^2=4T^2h_*^6\), so the noise term is \(2T^2h_*^4\) and \(R(h_*)=\sqrt3\,Th_*^2\). The cube root makes the choice forgiving: a thousandfold reduction in noise shortens the best step tenfold and lowers the error a hundredfold.

\(T\) can be estimated without a reference from two steps large enough for truncation to dominate, but small enough for the \(h^2\) law:

\[
T\simeq\frac{\|C(2h)-C(h)\|}{3h^2}.
\]

The best step for the whole matrix need not be the best for one soft mode, so the strengths themselves should also be scanned.

## Enforcing the acoustic rule

A real-space grid can add to each atom a force that depends on its own absolute position, the egg-box force. When atom \(j\) moves, this force is constant on every other atom and cancels in the central difference. Its contribution to column \(j\) therefore sits on the diagonal. Physical forces sum to zero at any \(h\), so the column sum is the error itself, and

\[
C_{jj}\leftarrow C_{jj}-\sum_iC_{ij}=-\sum_{i\ne j}C_{ij}
\]

removes it completely, for an error of this form. In a self-consistent code the grid error can also reach the forces on other atoms, and the removal is then only partial. In three dimensions the net force vector of each displacement is subtracted from the displaced atom.

The correction has a price. The new diagonal inherits the noise of \(N-1\) forces in place of one, so its noise variance grows by a factor of \(N-1\). It is worthwhile when the net force clearly exceeds the noise expected in a sum over the cell.

Next, replace \(C\) by its symmetric part and project out the translation:

\[
C'=PCP,\qquad P=1-tt^T,\qquad t_i=1/\sqrt N .
\]

This is the smallest possible correction of a symmetric \(C\). The removed part is \(R_C=tt^TC+Ctt^T-tt^TCtt^T\). Any symmetric matrix \(Y\) obeying the acoustic rule has \(Yt=0\), so \(\mathrm{Tr}(R_CY)=0\) term by term. For any allowed matrix \(X\), put \(Y=C'-X\); then

\[
\|C-X\|^2=\|C'-X\|^2+\|R_C\|^2,
\]

which is smallest at \(X=C'\). Smallest does not mean most accurate: projection spreads a diagonal egg-box error over the matrix, whereas net-force removal uses knowledge of where the error lies.

## Enforcing the charge rule

The same projector gives

\[
Z_i'=(PZ)_i=Z_i-\frac1N\sum_jZ_j .
\]

This is the smallest change that makes the charges neutral. It removes the common part of the errors; differences between atoms survive.

Their effect follows from the total strength \(S=wZ^TC^+Z\), where \(C^+\) is the inverse on relative displacements. Let \(x=C^+Z\). For small errors that obey the sum rules, \(\delta C^+=-C^+\delta C\,C^+\), hence

\[
\delta S=w\left(2x^T\delta Z-x^T\delta C\,x\right).
\]

Excess stiffness lowers the response, while a charge error can act either way. The two can cancel, so a good total alone does not prove that both inputs are good.

## What happens without the corrections

Suppose the raw symmetric \(C\) has become positive definite because the grid pins the crystal. The sum over all modes, including the false acoustic one, is \(wZ^TC^{-1}Z\); the masses cancel. To isolate the translation, solve \(Cu=Z\) with \(u=y+\tau t\) and \(y\perp t\). Define

\[
A=PCP,\quad b=PCt,\quad k=t^TCt,\quad z_t=t^TZ,\quad x=A^+Z .
\]

The components perpendicular and parallel to \(t\) are

\[
Ay+\tau b=PZ,\qquad b^Ty+k\tau=z_t .
\]

The first gives \(y=x-\tau A^+b\). Inserted in the second, it gives \(\tau(k-b^TA^+b)=z_t-b^Tx\). The response is then

\[
Z^Tu=Z^Tx+\tau(z_t-b^Tx)
=Z^TA^+Z+\frac{(z_t-b^Tx)^2}{k-b^TA^+b}.
\]

The first term is the projected result. The second is spurious: a squared charge violation, corrected for optical displacement, divided by a small false stiffness. Two small violations can thus give a substantial error.

## A worked polar crystal

The example is a five-atom perovskite model with round parameters: atoms A, B and three oxygens, of masses 137, 48 and 16 atomic mass units. Morse bonds supply the energy. Charge transfer in the B–O bonds makes the Born charges differ from the ionic charges \(+2,+4,-2\). The cell edge is 0.40 nm, \(\varepsilon_\infty=5.5\), and \(w=2.8274\ \mathrm{eV/Å^2}\).

Known egg-box, charge and random errors are then added to imitate an electronic-structure code. The reference derivatives use an infinitesimal imaginary displacement, which avoids subtractive noise and leaves negligible truncation error.

On doubling \(h\) from 0.01 to 0.02 Å without noise, the matrix error grows by a factor of 2.006 for one-sided differences, 4.001 for central ones and 16.01 for the two-step combination. These are the first-, second- and fourth-order laws.

With \(n=15\), \(\sigma=10^{-4}\ \mathrm{eV/Å}\) and \(T=58.25\ \mathrm{eV/Å^4}\),

\[
h_*=\left(\frac{15\times10^{-4}}{2\times58.25}\right)^{1/3}\text{Å}
=0.0234\ \text{Å}.
\]

An ensemble of noisy matrices has a root-mean-square error of 0.0553 eV/Å² there, against 0.0554 from the formula. It rises to 0.069 at \(h_*/1.5\) and 0.078 at \(1.5h_*\).

The production run uses \(h=0.020\) Å. Its raw charges sum to 0.3188 e, so the charge rule subtracts \(0.3188/5=0.0638\) e from each atom. For B this changes 6.5487 into 6.4849 e, against a reference of 6.4476 e. Neutrality is restored, but 0.037 e of error remains on that atom.

The corrected \(z\) modes are:

| TO mode (cm⁻¹) | Reference \(S\) | Corrected \(S\) |
|---|---:|---:|
| 107.1 | 0.084 | 0.063 |
| 194.8 | 0.000 | 0.000 |
| 202.4 | 10.413 | 10.473 |
| 429.3 | 11.520 | 11.561 |

The silent mode moves two equivalent oxygens in opposite directions, so their equal charges cancel. The weakest active mode is 26% low relative to its own reference strength, although the total is accurate to 0.4%. When \(Z_m\) is a small remainder of large terms, a modest charge error is a large relative error, and \(\delta S_m/S_m\simeq2\delta Z_m/Z_m\) at fixed frequency. Weak modes need their own convergence test.

The reference strengths sum to 22.0165. Relaxing the ions in a small field gives the same total to the printed digits. Nonlinear dynamics after a weak field impulse tests the modes separately: the dipole follows the predicted sum of oscillations within \(1.1\times10^{-4}\) of its largest value. Each mode enters this signal in proportion to \(S_m\omega_m\), so the weakest active mode supplies only about 0.1% of it, and its strength is tested only to roughly a tenth.

The treatments of the same faulty data compare as follows:

| Treatment | Total \(S\) |
|---|---:|
| Raw, all five modes | 24.680 |
| Charge rule and projection | 22.054 |
| Also net-force removal | 22.096 |

The raw acoustic mode lies at 13.35 cm⁻¹ and carries \(S=3.350\). Deleting it without projection leaves \(24.680-3.350=21.330\), which is 3.1% below the reference. Deletion does not enforce the charge rule: the remaining modes do not in general have \(\sum_iu_i=0\), so a common charge error still changes their strengths. The false stiffness also mixes translation with optical motion. The translational term to be removed is 2.627. Neglecting its coupling to optical motion would give, with the raw sum of \(C_{ij}\) equal to 0.1546 eV/Å²,

\[
\frac{2.8274\times0.3188^2}{0.1546}=1.86 ,
\]

so the coupling matters here.

Projection without net-force removal happens to lie closer to the reference total. The surviving charge errors alone raise \(S\) by 0.093, while the egg-box error left by projection lowers it by roughly the difference between the two treatments, \(22.096-22.054=0.042\), which also contains some force noise. The closer total is partly a cancellation. In noise-free data, the egg-box error in \(C\) is 0.380 eV/Å² raw and 0.332 after projection; net-force removal reduces it to rounding error.

In one scan with all corrections applied and fresh noise at each step, the total lies within 0.4% of the reference from \(h=0.0025\) to 0.08 Å, then falls 2.6% low at 0.16 Å. Up to 0.01 Å this agreement is partly chance, because the noise in \(C\) and \(Z\) grows as \(1/h\): at 0.0025 Å the total scatters by about 0.6% from one noise draw to the next. At 0.08 Å it is a cancellation, since truncation lowers the total by about 0.8% while the charge bias raises it by about 0.4%. Nor is a flat region proof of accuracy: the charge bias of 0.093, or 0.42%, does not vanish as \(h\to0\).

## From strengths to a driven modulator

The static permittivity is \(5.5+22.017=27.517\). Divided by 5.5 it gives 5.003, equal to the computed product of squared LO/TO frequency ratios. The highest longitudinal mode lies at 793 cm⁻¹.

At 0.1 MV/cm, or \(10^7\) V/m, the ionic polarization is \(\varepsilon_0SE=0.195\ \mathrm{μC/cm^2}\). The second-order part of the response is 0.017% of the linear part. A 50 GHz drive is far below every mode, so dispersion changes the permittivity by 0.0032%. With an assumed linewidth of 30 cm⁻¹, the lattice loss tangent is 0.0006.

These strengths do not by themselves give a Pockels coefficient. That also requires the change of electronic polarizability with each mode, which this model holds at zero.

The cell size, \(\varepsilon_\infty\), large B charge and mode range are roughly those of barium titanate, whose films are used in modulators, but the model does not describe that material. It is almost isotropic (27.8 across the polar axis), has no soft mode, and gives about half the measured clamped polar-axis permittivity of roughly 55 to 60. Its small nonlinearity, dispersion, loss and thermal shift are properties of the model. The permittivity should be read as a polar-axis, single-domain, clamped-cell value. The field direction matters greatly: across the polar axis, barium titanate has a very soft mode and a permittivity of roughly a thousand or more, tens of times the value found here. Domain motion and defects add further response and loss, and measured microwave loss tangents of films lie far above the lattice value found here. Freeing the \(z\) strain raises the model's \(S\) by 2.0%, which is far too small to serve as a guide to bulk barium titanate, where stress release matters much more. Averaging the curvature and Born charges over the 300 K vibrations of a single periodic cell lowers \(S\) by 1.7%. This is only a rough estimate: it lets zone-centre motion stand for vibrations of all wave vectors, and it omits thermal shifts of the mean structure and cubic coupling between modes.

## Recommended use of the settings

1. Relax the structure, fix the cell, and use central differences. For force noise and anharmonicity like those above, begin near 0.02 Å; otherwise estimate \(h_*\) from \(\sigma\) and \(T\).
2. Inspect the raw charge sum and net forces before correcting them. Many codes spread the net force evenly over all atoms before printing, so the uncorrected forces or the reported drift must be obtained. Large violations call for a better grid, Brillouin-zone sampling or electronic convergence.
3. If the net forces stand clear of the noise, subtract each from its displaced atom. Then symmetrize and project \(C\), and subtract the mean Born charge.
4. Repeat at half and twice the step. Compare individual strengths as well as their sum.
5. At fixed \(h\), vary the grid and Brillouin-zone sampling, since a displacement scan cannot expose a charge error independent of \(h\). A separate check is the force induced by a small field: the mixed derivative of \(F\) gives \(eZ_i=\partial F_i/\partial E\), where \(F_i\) is the force on atom \(i\).

The remaining printed values are in the numerical output below.

## Computed values

```
cell edge 0.40 nm, eps_inf 5.5
e^2/(eps0 Omega) = 2.8274 eV/A^2
force noise 0.10 meV/A, run step 0.020 A
Born charge zz (e): atom, reference, raw, corrected
  A    2.0000   2.0399   1.9761
  B    6.4476   6.5487   6.4849
  O1  -5.9716  -5.9132  -5.9769
  O2  -1.2380  -1.1782  -1.2419
  O3  -1.2380  -1.1783  -1.2421
raw charge sum = 0.3188 e
raw sum of all C_zz = 0.1546 eV/A^2
raw acoustic mode: 13.35 cm^-1, omega^2 sign +1, S = 3.350
optical z modes: ref cm^-1, run cm^-1, ref S, run S
   107.13  107.11   0.0841   0.0625
   194.96  194.77   0.0000   0.0000
   202.36  202.39  10.4125  10.4725
   429.18  429.30  11.5199  11.5611
total S, reference = 22.0165
total S, finite-field relaxation = 22.0165
total S, raw with acoustic mode = 24.6803
total S, projection only = 22.0536
total S, net-force removal + projection = 22.0962
spurious translational term = 2.6267
bias from surviving charge faults = +0.0933
egg-box error in C: raw 0.3800, projected 0.3316 eV/A^2
egg-box error after net-force removal 3.8e-15 eV/A^2
error ratio on doubling h: forward 2.006, central 4.001
error ratio on doubling h: extrapolated 16.01
truncation coefficient T = 58.25 eV/A^4
best step = 0.0234 A
rms error of C there: measured 0.05527, formula 0.05542 eV/A^2
rms error at step/1.5 0.06924, at 1.5 step 0.07783 eV/A^2
scan: h (A), corrected total S, error (%)
  0.0025   21.9804   -0.16
  0.0050   21.9770   -0.18
  0.0100   22.0500   +0.15
  0.0200   22.0815   +0.30
  0.0400   22.0606   +0.20
  0.0800   21.9342   -0.37
  0.1600   21.4455   -2.59
impulse dynamics, largest relative deviation = 1.1e-04
static eps = 27.517, LO/TO product = 5.0030
highest LO mode = 792.9 cm^-1
ionic polarization at 0.1 MV/cm = 0.1949 uC/cm^2
second-order part of response at that field = 0.017 %
dispersion at 50 GHz = 0.0032 %
loss tangent, linewidth 30 cm^-1 = 0.00059
thermal change of S at 300 K = -1.7 %
gain of S from free z strain = +2.0 %
clamped-ion elastic constant c33 = 115.4 GPa
```
